# Photoionization from two identical centres at random orientation, part 2

An electron shared by two identical atoms at $\mp\mathbf R/2$ absorbs a photon and leaves with wave vector $\mathbf k$. The light has real unit polarization vector $\boldsymbol\varepsilon$ and is treated in the dipole approximation. The free electron is a plane wave, so the ion's attraction and scattering by the atoms are ignored. The derivation uses SI units; the example uses nm, eV and Mb, with $1\ \mathrm{Mb}=10^{-4}\ \mathrm{nm^2}$.

The orbital of parity $p=\pm1$ is

$$\varphi_p(\mathbf r)=N_p\left[a(\mathbf r+\mathbf R/2)+p\,a(\mathbf r-\mathbf R/2)\right],\qquad N_p^2=\frac{1}{2(1+pS)},$$

where $a$ is a normalized, real, spherical atomic orbital and $S$ is the overlap of its two displaced copies. With $\tilde a(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\,a(\mathbf r)\,d^3r$, part (a) found, in momentum form,

$$\langle\mathbf k|\boldsymbol\varepsilon\cdot\hat{\mathbf p}|a\rangle=\hbar\,(\boldsymbol\varepsilon\cdot\mathbf k)\,\tilde a(\mathbf k),$$

and a single-centre differential cross section proportional to $(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2$, with total $\sigma_a$.

Part (b) took $a(r)=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$, with $\hbar^2\zeta^2/2m=I$ for binding energy $I$ and electron mass $m$. Energy conservation at light frequency $\omega$ reads $\hbar\omega=\hbar^2(k^2+\zeta^2)/2m$. With the fine-structure constant $\alpha$,

$$\tilde a(k)=\frac{8\sqrt{\pi\zeta^5}}{(k^2+\zeta^2)^2},\qquad \sigma_a=\frac{256\pi\alpha}{3}\,\frac{k^3\zeta^5}{(k^2+\zeta^2)^5}.$$

With $t=\zeta R$, part (c) gave

$$S=e^{-t}\left(1+t+\frac{t^2}{3}\right).$$

For a fixed molecule, part (d) gave

$$\frac{d\sigma_p}{d\Omega}=\frac{d\sigma_a}{d\Omega}\;\frac{1+p\cos(\mathbf k\cdot\mathbf R)}{1+pS}.$$

For random orientation, part (e) gave the final formula, which was also tested by numerical integration:

$$\boxed{\;\sigma_p(k)=\sigma_a(k)\,\frac{1+p\,\dfrac{\sin(kR)}{kR}}{1+pS}\;}$$

Below, $u=kR$ and $j_0(u)=\sin u/u$.

### (f) Molecules aligned with the light

Find the total cross section when the axis is parallel to $\boldsymbol\varepsilon$ and when it is perpendicular. Check that the two results reproduce the random average.

**Solution.** The total cross section relative to $\sigma_a$ is the angular average of $3(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2[1+p\cos(ux)]/(1+pS)$, where $x=\hat{\mathbf k}\cdot\hat{\mathbf R}$. The factor 3 makes the average of $3(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2$ equal to one. Two integrals are needed:

$$\frac12\int_{-1}^1\cos(ux)\,dx=j_0(u),\qquad K(u)=\frac12\int_{-1}^1x^2\cos(ux)\,dx=-\frac{d^2j_0}{du^2}.$$

Differentiating $\sin u/u$ twice gives

$$K=\frac{\sin u}{u}+\frac{2\cos u}{u^2}-\frac{2\sin u}{u^3}.$$

For the parallel case $(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2=x^2$, and the interference term is $3K$. For the perpendicular case $(\boldsymbol\varepsilon\cdot\hat{\mathbf k})^2=(1-x^2)\cos^2\phi$. Its azimuthal average is $(1-x^2)/2$, and the term is $\tfrac32(j_0-K)$. In terms of the spherical Bessel function

$$j_2(u)=\left(\frac{3}{u^3}-\frac1u\right)\sin u-\frac{3\cos u}{u^2},$$

comparison of coefficients shows that

$$3K=j_0-2j_2,\qquad \tfrac32(j_0-K)=j_0+j_2 .$$

The cross sections are therefore

$$\frac{\sigma_\parallel}{\sigma_a}=\frac{1+p(j_0-2j_2)}{1+pS},\qquad \frac{\sigma_\perp}{\sigma_a}=\frac{1+p(j_0+j_2)}{1+pS}.$$

For an axis at angle $\beta$ to the polarization, the total cross section is quadratic in $\boldsymbol\varepsilon$ and symmetric about the axis, so it equals $\sigma_\parallel\cos^2\beta+\sigma_\perp\sin^2\beta$. Random orientation gives the weights $1/3$ and $2/3$. In the sum, $-2j_2/3$ cancels $+2j_2/3$ and $j_0$ remains, as it must.

For large $u$ the parallel term approaches $3\sin u/u$, while the perpendicular term falls as $1/u^2$. The slowly decaying part comes from emission along the axis, the end points $x=\pm1$ of the integral, and light polarized across the axis sends no electrons there.

### (g) What the denominator means

Show how $S$ is related to the interference term. Then examine the cross section for large $kR$ and for $R\to0$.

**Solution.** Write the overlap in momentum space. The two displaced orbitals have transforms $\tilde a\,e^{\pm i\mathbf k\cdot\mathbf R/2}$, so Parseval's theorem gives

$$S=\int\frac{d^3k}{(2\pi)^3}\,|\tilde a(k)|^2e^{-i\mathbf k\cdot\mathbf R}=\int\frac{d^3k}{(2\pi)^3}\,|\tilde a(k)|^2\,\frac{\sin(kR)}{kR}.$$

The second form follows from averaging over the directions of $\mathbf k$. The overlap is thus the mean of the interference term over the momentum distribution of the atomic orbital. Consequently the mean of $(1+p\,j_0)/(1+pS)$ over that distribution is one. Interference moves probability between momenta, and the denominator keeps the total fixed. This is an average over momenta in the bound orbital, not over a spectrum of light.

At fixed $R$ and large $k$ the interference term disappears, but the ratio tends to $1/(1+pS)$ and not to one. Each centre then emits independently with weight $N_p^2$, and the two weights together give $2N_p^2=1/(1+pS)$.

When $R\to0$ with $p=+1$, both $j_0$ and $S$ tend to one and the single-centre result returns. With $p=-1$ numerator and denominator both vanish. Expanding to second order, $1-j_0\approx k^2R^2/6$, and

$$S\approx\left(1-t+\frac{t^2}{2}\right)\left(1+t+\frac{t^2}{3}\right)\approx1-\frac{t^2}{6}.$$

The ratio tends to $k^2/\zeta^2$. The difference of two nearly coincident orbitals is proportional to a derivative of $a$. It is a p-type function, richer in high momenta than $a$ itself.

### (h) When both parities contribute

Suppose that one electron occupies each of $\varphi_+$ and $\varphi_-$, and that the measurement does not tell from which orbital the photoelectron came. Take $k$ to be the same for both. What happens to the interference?

**Solution.** The two ionized molecules are left in orthogonal states, so cross sections are added and not amplitudes:

$$\frac{\sigma_++\sigma_-}{\sigma_a}=\frac{(1+j_0)(1-S)+(1-j_0)(1+S)}{1-S^2}=\frac{2(1-S\,j_0)}{1-S^2}.$$

The terms linear in $j_0$ alone cancel. What remains carries the factor $S$, and for well separated orbitals the sum tends to $2\sigma_a$, the value for two independent atoms. Inner-shell orbitals come close to this limit. With $\zeta R=16.0$ and $kR=6.87$, numerical integration of the matrix elements gives a sum of $2.00000\,\sigma_a$.

Within this model, interference in a core level therefore requires that the two parities be distinguished, for instance by a resolved energy splitting. Scattering of the photoelectron by the neighbouring atom, which the model leaves out, can produce interference even in the unresolved sum. For $S\to0$ the unresolved sum is the same as that for a hole on one atom or the other.

### (i) Orbitals that are not spherical

Replace the two s-type orbitals by p orbitals that lie along the axis and form a bonding combination. How does the random average change?

**Solution.** A p orbital along $\hat{\mathbf R}$ has a transform proportional to $\hat{\mathbf k}\cdot\hat{\mathbf R}=x$. For bonding, lobes of equal sign must face each other. The orbitals are then mirror images, and the combination is the difference of two equally directed p orbitals. Its squared phase factor is proportional to $1-\cos(ux)$. At fixed $\mathbf k$ the average over orientations, relative to the average without interference, is

$$\frac{\int_{-1}^1x^2[1-\cos(ux)]\,dx}{\int_{-1}^1x^2\,dx}=1-3K(u)=1-(j_0-2j_2).$$

The interference term is $-(j_0-2j_2)$. At large $u$ it has the opposite sign to that of the in-phase s pair and three times its size. The sign comes from the difference of the two equally directed p orbitals. The factor three arises because the slowly decaying part comes from emission along the axis, where the weight $x^2=1$ is three times its average over the sphere. The simple term $\sin(kR)/(kR)$ thus belongs to spherical atomic orbitals.

### (j) Numbers for extreme-ultraviolet light

Take light of wavelength 13.5 nm, a binding energy of 12 eV, $R=0.150$ nm and an in-phase pair of the exponential orbitals of part (b). Find the cross section and the energies at which the interference changes sign.

**Solution.** The photon energy $hc/\lambda$ is 91.84 eV, which leaves a kinetic energy of $91.84-12.0=79.84$ eV. The wave numbers are $k=45.78\ \mathrm{nm^{-1}}$ and $\zeta=17.75\ \mathrm{nm^{-1}}$. Therefore

$$kR=45.78\times0.150=6.867,\qquad \frac{\sin(6.867)}{6.867}=0.080 .$$

With $\zeta R=2.662$ the overlap is

$$S=e^{-2.662}\left(1+2.662+\frac{2.662^2}{3}\right)=0.42 .$$

The momentum average of part (g), integrated numerically, gives the same value, 0.4205, as the closed formula. The single-centre cross section is $\sigma_a=0.0406$ Mb, and

$$\frac{\sigma_+}{\sigma_a}=\frac{1+0.0802}{1+0.4205}=0.760,\qquad \sigma_+=0.031\ \mathrm{Mb}=3.1\times10^{-6}\ \mathrm{nm^2}.$$

Without interference the ratio would be $1/1.4205=0.704$. Interference raises the cross section by 8% relative to that value, while normalization lowers it by 30% relative to the single centre. Normalization is the larger effect here.

For aligned molecules the ratios are 0.941 with the polarization along the axis and 0.670 across it. Their weighted mean, $(0.941+2\times0.670)/3=0.760$, agrees with the random average. The out-of-phase orbital has the ratio 1.587, so the sum of both parities is $2.35\,\sigma_a$. The overlap is too large for the limit of independent atoms.

The interference term vanishes when $kR=n\pi$, at kinetic energies

$$E_n=\frac{\hbar^2}{2m}\left(\frac{n\pi}{R}\right)^2\approx17,\ 67\ \text{and}\ 150\ \mathrm{eV}\quad(n=1,2,3).$$

Adding the binding energy places the sign changes at photon energies of about 29, 79 and 162 eV. With $I$ and $R$ held fixed, the term is $-0.21$ at a photon energy of 50 eV, $+0.08$ at 92 eV and $-0.055$ at 250 eV.

### (k) How far the numbers can be trusted

Estimate the main effects left out of the example, and compare the model with an organic photoresist.

**Solution.** The first concern is the plane wave. For exact eigenstates of one Hamiltonian with a local potential, the matrix elements of momentum and position obey $|\langle f|\boldsymbol\varepsilon\cdot\hat{\mathbf p}|i\rangle|=m\omega|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle|$. A plane wave and the exponential orbital of part (b) do not belong to the same Hamiltonian, because the plane wave ignores the Coulomb potential that binds the orbital, and they do not satisfy this condition. (For the orbital $e^{-\zeta r}/r$ of a zero-range well, which leaves the outgoing p wave free, the two forms agree.) The position element is $i\,\boldsymbol\varepsilon\cdot\nabla_k\tilde a$, and from part (b)

$$\frac{d\tilde a}{dk}=-\frac{4k}{k^2+\zeta^2}\,\tilde a .$$

Using $m\omega=\hbar(k^2+\zeta^2)/2$, the position form gives a single-centre cross section larger by the factor

$$\left[\frac{m\omega}{\hbar k}\,\frac{4k}{k^2+\zeta^2}\right]^2=4 .$$

A calculation for one centre with the Coulomb wave that belongs to the same potential as $a$ gives 0.0194 Mb, or 0.48 times the plane-wave value in momentum form. The absolute cross section of the example is therefore an order-of-magnitude figure.

The ratio of the two-centre to the single-centre cross section depends on the form as well. In the position form the gradient $\nabla_k$ also acts on the phases $e^{\pm i\mathbf k\cdot\mathbf R/2}$ and adds terms proportional to $R/2=0.075$ nm. These are as large as the atomic term $4k/(k^2+\zeta^2)=0.076$ nm. With the origin at the midpoint, the in-phase ratio becomes 1.24 instead of 0.76. The added terms grow with $R$ even for well separated centres, where they are an artefact of the plane wave. This is why the momentum form is used here, but the ratio 0.76 remains a result of the model and not a prediction for a real molecule.

The interference term has corrections of its own:

- **Scattering by the neighbour.** A wave from one centre reaches the other with an amplitude proportional to $1/R$ and is scattered with amplitude $f$, so $f/R$ measures the size of the scattered wave in a given direction relative to the direct wave. For a neutral model atom with a single electron, in the first Born approximation, it is 0.40 forward and 0.03 backward. The forward value is not small and exceeds the interference term. A carbon atom, with its larger nuclear charge and six electrons, scatters several times more strongly, and then even the backward value exceeds the interference term. These are amplitudes for single directions, and how much of their effect survives the average over orientations is not calculated here.
- **Inner potential.** If the electron gains roughly 10 eV of kinetic energy between the atoms, $kR$ grows by the factor $\sqrt{89.84/79.84}$ and the term rises from 0.080 to 0.116.
- **Bond vibration.** A vibrational quantum of roughly 0.12 eV and a reduced mass of 6 u give a zero-point spread $\hbar/\sqrt{2\mu E_{\rm vib}}=0.0054$ nm, where $\mu$ is the reduced mass and $E_{\rm vib}$ the quantum. Averaging over it lowers the term to 0.077.
- **Photon momentum.** The phase of the light changes by 0.07 rad over the distance $R$. Over all emission directions the term changes by at most about 0.008.

The parameters lie in the rough regime of an organic resist exposed at 13.5 nm. A carbon–carbon single bond is about 0.15 nm long, and 12 eV is a plausible binding energy for an outer valence electron, although real valence levels spread over many eV. The absorption cross section of carbon at this wavelength is of the order of half a megabarn per atom, or between 0.1 and 0.2 Mb per valence electron on average, with a 2s electron absorbing more than a 2p electron, so the model value of 0.03 Mb is low. Besides the plane wave and the neglect of scattering, the spherical orbital is a poor assumption, since carbon bonds contain much p character. For a pure p pair at the same $kR$ the interference term is $-0.34$ instead of $+0.08$. Total absorption in a resist also sums over many occupied orbitals, which part (h) shows can cancel much of the interference.

At this energy the model thus explains how interference survives random orientation, but it does not predict the sign or size of the effect in a resist. The remaining computed values are in the numerical output below.

## Values computed for the example and the checks

```
wavelength of light: 13.5 nm
photon energy: 91.84 eV
binding energy (chosen): 12.0 eV
distance of centres R (chosen): 0.150 nm
photoelectron kinetic energy: 79.84 eV
wave number k: 45.78 1/nm
electron wavelength: 0.1373 nm
orbital decay constant zeta: 17.75 1/nm
kR: 6.8666 rad
zeta*R: 2.6621 (no unit)
overlap S: 0.4205 (no unit)
momentum average of sin(kR)/(kR): 0.4205 (no unit)
interference term sin(kR)/(kR): 0.0802 (no unit)
single-centre cross section: 0.0406 Mb
two-centre cross section, in phase: 0.0309 Mb
same in area units: 3.087e-06 nm^2
ratio in phase: 0.7604 (no unit)
ratio out of phase: 1.5872 (no unit)
ratio without interference, 1/(1+S): 0.7040 (no unit)
ratio, polarization along axis: 0.9410 (no unit)
ratio, polarization across axis: 0.6702 (no unit)
sum of both parities / sigma_a: 2.3477 (no unit)
same sum for core-like orbitals: 2.00000 (no unit)
core-like zeta*R: 16.0 (no unit)
kinetic energy at kR = 1 pi: 16.71 eV
kinetic energy at kR = 2 pi: 66.85 eV
kinetic energy at kR = 3 pi: 150.41 eV
scan: photon eV | kR rad | sin(kR)/(kR) | ratio in phase
  20 | 2.174 | 0.3790 | 0.9708
  30 | 3.260 | -0.0363 | 0.6784
  50 | 4.737 | -0.2110 | 0.5554
  92 | 6.873 | 0.0810 | 0.7610
  150 | 9.028 | 0.0429 | 0.7341
  250 | 11.855 | -0.0550 | 0.6652
largest relative test error, final formula: 2.6e-12
single centre, Coulomb wave: 0.0194 Mb
Coulomb / plane wave velocity: 0.477 (no unit)
plane wave length / velocity: 4.0000 (no unit)
Born amplitude / R, forward: 0.400 (no unit)
Born amplitude / R, backward: 0.0295 (no unit)
inner potential (rough): 10.0 eV
interference term with it: 0.1156 (no unit)
vibration quantum (rough): 0.12 eV
reduced mass: 6.0 u
rms zero-point spread of R: 0.00539 nm
interference term, vibration averaged: 0.0769 (no unit)
photon phase across R: 0.0698 rad
largest change of term by it: 0.0079 (no unit)
interference term, bonding p pair: -0.3367 (no unit)
```
